# Does growth enhancement beside a mask prove surface migration?

**Question**

I grow a semiconductor by metal-organic epitaxy through openings between long, inert mask stripes. Nothing nucleates on the mask, yet the crystal beside it is thicker than on an unmasked wafer, and the extra thickness fades over tens of micrometres. My explanation has been that precursor lands on the mask, its adatoms wander to the edge, and the crystal there collects them. The decay length of the thickness profile would then be the adatom diffusion length on the mask. Is that inference sound? If not, what else could produce the profile, and how could I tell the difference?

**Answer**

The inference is not sound. A mask on which adatoms cannot move at all still enhances growth beside it, because it leaves unconsumed vapour above it, and that vapour diffuses sideways to the crystal. The lateral scale of this process depends on the ratio of gas diffusivity to uptake rate, and also on the mask width, the stripe period and the height of the gas layer. It can be tens of micrometres. Migration over the mask can be present too, but what it delivers is spread over the adatom length on the *crystal*, not over the length on the mask.

**The vapour problem with an immobile mask**

Take stripes that are infinite along $y$, a steady state, and a dilute precursor of density $n(x,z)$ in a layer of height $H$ through which it moves by diffusion. The density at the top, $z=H$, is held at $n_0$. There are no gas reactions and no lateral flow. The crystal takes up precursor at the rate $kn$ per area, where $k$ has the dimension of a velocity; the mask takes up none. With $z$ pointing away from the wafer, the flux towards it is $D\,\partial_z n$, so

$$
\nabla^2 n=0,\qquad
\ell\,\partial_z n=n\ \text{(crystal)},\qquad
\partial_z n=0\ \text{(mask)},\qquad \ell=\frac{D}{k}.
$$

The formulas hold in atomic units. Temperature enters below as the thermal energy $T$, so no Boltzmann constant appears.

Without a mask the density is linear in $z$. Equating supply and uptake gives the surface value $n_p$:

$$
\frac{D(n_0-n_p)}{H}=kn_p
\quad\Rightarrow\quad
n_p=\frac{n_0}{1+H/\ell}.
$$

Let $R=n(x,0)/n_p$ be the vapour-fed growth rate relative to this reference. To see that the mask raises $R$, write $n$ as the unmasked solution plus $\delta$. The unmasked solution has slope $n_p/\ell$. Hence $\delta$ is harmonic, vanishes at the top, and obeys $\ell\,\partial_z\delta=\delta$ on the crystal and $\ell\,\partial_z\delta=-n_p$ on the mask. Let $\delta_-=\min(\delta,0)$. Multiplying $\nabla^2\delta=0$ by $\delta_-$ and integrating by parts over one period gives

$$
\int|\nabla\delta_-|^2\,dx\,dz
=-\int_{z=0}\delta_-\,\partial_z\delta\,dx
=-\frac1\ell\int_{\rm crystal}\delta_-^2\,dx
+\frac{n_p}{\ell}\int_{\rm mask}\delta_-\,dx .
$$

The left side cannot be negative and the right side cannot be positive. Both are therefore zero, and $\delta$ is nowhere negative. Nor can $\delta$ vanish along a stretch of crystal: its slope would vanish there too, which would force $\delta=0$ throughout the gas and contradict the slope on the mask. So growth is enhanced, although no adatom has moved.

**Why the gas length can be so large**

Let $v$ be the mean molecular speed and define the transport mean free path $\lambda$ by $D=v\lambda/3$. For a heavy molecule in a light carrier gas, $\lambda$ is not the distance between successive collisions, since one collision hardly turns the molecule.

Let $\mu$ be the cosine of the angle between the molecular velocity and the direction towards the wall. If the net flux $J_g$ towards the wall makes the angular distribution only slightly uneven, the density per unit $\mu$ is $\tfrac12(n+3J_g\mu/v)$. The flux striking the wall is

$$
\int_0^1 v\mu\,\frac12\left(n+\frac{3J_g\mu}{v}\right)d\mu
=\frac{nv}{4}+\frac{J_g}{2}.
$$

A fraction $s$ sticks, and what sticks is the net flux:

$$
J_g=s\left(\frac{nv}{4}+\frac{J_g}{2}\right)
\ \Rightarrow\
k=\frac{J_g}{n}=\frac{sv/4}{1-s/2}
\ \Rightarrow\
\ell=\frac{4\lambda}{3s}\left(1-\frac s2\right).
$$

When the sticking probability is small, a molecule meets the crystal many times before it is consumed, and it travels sideways meanwhile. I use round model parameters, not those of a particular material: $\lambda=20000$ angstrom and $s=0.125$. Then

$$
\ell=\frac{4\times20000\times0.9375}{3\times0.125}
=200000\ \text{angstrom},
$$

which is 20 micrometres. For a metal-organic precursor in hydrogen at growth temperature, this $\lambda$ corresponds roughly to atmospheric pressure; at a tenth of an atmosphere $\lambda$ is itself near 20 micrometres, and the diffusion equation is then only a rough guide across the profile. The linear angular distribution is an approximation near a wall. A transport calculation that resolves the angles, with one speed and isotropic scattering, gives $\ell/\lambda=10.04$, against 10 from the formula; the limit of a heavy molecule in a light gas gives 10.11.

**Two limits that show what the vapour does**

*Fine stripes.* Let the period be much smaller than both $\ell$ and $H$, and let a fraction $f$ of the surface be open. Lateral diffusion then keeps the surface density $n_s$ nearly uniform, and the balance per average area is

$$
\frac{D(n_0-n_s)}{H}=fkn_s
\quad\Rightarrow\quad
R=\frac{n_s}{n_p}=\frac{1+H/\ell}{1+fH/\ell}.
$$

If $H\ll\ell$, surface uptake is the bottleneck, the vapour is hardly depleted, and $R\to1$. If $fH\gg\ell$, supply through the gas is the bottleneck and $R\to1/f$: a fixed supply is shared by less crystal. For $f=0.5$ and $H/\ell=20$ the formula gives $21/11=1.909$; a full solution of the diffusion equation with a period of $0.1\ell$ gives 1.908. For the parameters above that period equals $\lambda$, so this checks the formula and not the gas kinetics; for a period far below $\lambda$, where the surface acts with the mean sticking probability $fs$, the value is 1.90. Here growth nearly doubles with hardly any lateral gradient, so the absence of a visible decay does not rule out a vapour effect.

*One narrow mask.* Now let $w\ll\ell\ll H$, where $w$ is the mask width. The two surface conditions on $\delta$ combine into

$$
\delta-\ell\,\partial_z\delta=
\begin{cases}n_p+\delta&\text{mask}\\0&\text{crystal.}\end{cases}
$$

To first order in $w/\ell$ the right side is a line source of strength $wn_p$ at $x=0$, which equals $(wn_p/\pi)\int_0^\infty\cos(qx)\,dq$. A harmonic function that vanishes at $z=H$ has the form

$$
\delta=\int_0^\infty A(q)\cos(qx)\,
\frac{\sinh q(H-z)}{\sinh qH}\,dq,
$$

and each component has the surface slope $-q\coth(qH)A\cos(qx)$. Matching the components gives $A=(wn_p/\pi)/[1+\ell q\coth(qH)]$. At distances $d\ll H$ the important $q$ satisfy $qH\gg1$, so $\coth(qH)\to1$. Substituting $t=qd$,

$$
R-1=\frac w\pi\int_0^\infty\frac{\cos(qd)}{1+\ell q}\,dq
=\frac{w}{\pi\ell}\,g\!\left(\frac d\ell\right),
\qquad
g(u)=\int_0^\infty\frac{\cos t}{t+u}\,dt .
$$

Two integrations by parts give $g(u)\simeq1/u^2$ for large $u$. The tail is therefore

$$
R-1\simeq\frac{w\ell}{\pi d^2},\qquad \ell\ll d\ll H,
$$

a power law and not an exponential. It needs a wide gap between $\ell$ and $H$: for $H=20\ell$ the excess reaches at best about 0.84 of this tail law, and beyond $d\approx H$ it falls much faster. Full solutions for a mask of width $0.01\ell$ were tested against the law with $g$ at $d$ near $0.5\ell$, $\ell$ and $2\ell$, and agree with it within 5% of the excess. A wide mask needs the full solution, because the density above it then differs greatly from $n_p$.

**What migration over the mask adds**

Let adatoms arrive on the mask at the uniform rate $F$ per area. They desorb at the rate $1/\tau=\nu e^{-E_{\rm des}/T}$ and hop at the total rate $\Gamma=\nu e^{-E_{\rm hop}/T}$, with equal attempt rates $\nu$ and four equally likely directions on a square lattice of spacing $a$. Along $x$, two directions contribute $\Gamma/4$ each, so the mean square displacement per time is $a^2\Gamma/2=2D_m$ and $D_m=a^2\Gamma/4$. The migration length is

$$
L_m=\sqrt{D_m\tau}
=\frac a2\exp\!\left(\frac{E_{\rm des}-E_{\rm hop}}{2T}\right).
$$

For $a=4$ angstrom, $T=0.08$ eV and an energy difference of 1.36 eV, this is $2e^{8.5}=9830$ angstrom, or 0.98 micrometre. To make $L_m$ equal to $\ell$, the energy difference would have to be

$$
2T\ln\frac{2\ell}{a}=0.16\,\ln(100000)=1.84\ \text{eV}.
$$

That is not impossible in principle, but it is a strong requirement, and a thickness profile alone does not establish it.

To count the adatoms collected, let the crystal edges at $x=\pm w/2$ capture every adatom that reaches them. The adatom density $N$ obeys $D_mN''-N/\tau+F=0$ with $N=0$ at both edges, so

$$
N=F\tau\left[1-\frac{\cosh(x/L_m)}{\cosh(w/2L_m)}\right],
\qquad
J=-D_mN'\!\left(\frac w2\right)=FL_m\tanh\frac{w}{2L_m}.
$$

The last step uses $D_m\tau=L_m^2$. A narrow mask delivers half its arrivals to each edge, $J\to Fw/2$. A wide one delivers only those from a margin of width about $L_m$, $J\to FL_m$, and widening it further adds almost nothing at fixed supply.

Next, where does $J$ end up? On the crystal let adatoms diffuse and incorporate, with length $L_c$, without desorbing. If $G$ is the incorporation rate per area and $d$ the distance from the mask edge,

$$
L_c^2G''-G+kn=0,\qquad -L_c^2G'(0)=J .
$$

The equation is linear, so the edge flux adds its own solution, $(J/L_c)e^{-d/L_c}$, whose integral over the crystal is $J$. When $n$ varies little over $L_c$, the rest of $G$ is close to $kn$, and

$$
\frac{G}{kn_p}\simeq R(d)+\frac{J}{kn_pL_c}\,e^{-d/L_c}.
$$

The length in the exponential is $L_c$. The mask length $L_m$ affects how much arrives at the edge, not how far it spreads afterwards. This answers your proposed reading of the decay length: even where migration feeds the edge, the growth it adds decays over $L_c$, not over $L_m$.

**Both routes together**

The two routes share one supply. Suppose precursor adsorbs on the mask with the same coefficient $k$ as on the crystal and may desorb again. This is generous to migration if the mask adsorbs less readily than the crystal; if it adsorbs more readily, the edge spike is taller. With $M=N/(k\tau)$, the adatom density expressed as an equivalent vapour density, the balance on the mask becomes

$$
L_m^2M''+n-M=0,\qquad M=0\ \text{at the edges},
$$

and the gas loses $k(n-M)$ per area there. Integrated over half the mask, this loss equals $J$, because $M'=0$ at the centre. Every adatom delivered to the edge has thus been withdrawn from the vapour.

For the example I take a mask 1000000 angstrom wide, repeated every 16000000 angstrom, with $H=4000000$ angstrom and $L_c=10000$ angstrom. The columns give $R$ with immobile mask adatoms, $R$ with migration at $L_m=9830$ angstrom, and the separate edge addition.

| $d$ (angstrom) | $R$, immobile | $R$, coupled | edge addition |
|---:|---:|---:|---:|
| 50000 | 1.95 | 1.88 | 0.016 |
| 100000 | 1.74 | 1.69 | 0.00011 |
| 200000 | 1.50 | 1.48 | $5\times10^{-9}$ |
| 500000 | 1.22 | 1.22 | negligible |
| 1000000 | 1.09 | 1.09 | negligible |

At 200000 angstrom (20 micrometres) the crystal grows about 50% faster than the reference, and essentially none of that excess is edge-fed. Migration slightly *reduces* the vapour-fed excess there, from 0.500 to 0.475. For the immobile mask, two different numerical solutions of the gas problem agree within 0.04% of $R$ between 50000 and 2000000 angstrom from the edge.

Close to the edge the ranking changes. The captured flux divided by $kn_p$ is 23460 angstrom, so the edge addition starts at $23460/10000=2.35$, compared with a vapour-only excess of 1.41. It falls below the coupled vapour excess at about 6900 angstrom, or 0.7 micrometre. That crossover lies within one $\lambda$ of the edge, where the diffusion equation for the gas is unreliable, so take it as a sign of a narrow edge-fed zone and not as a precise position. At 50000 angstrom, which is $2.5\lambda$ from the edge, the comparison of 0.016 with 0.88 leaves a wide margin.

Even the spike owes part of its height to the vapour. With the unmasked density $n_p$ above the mask, a wide mask would give $L_m/L_c=0.98$ instead of 2.35. The accumulated vapour raises the supply to the mask margin by a factor of about 2.4.

Now suppose that migration really does reach across tens of micrometres, and set $L_m=\ell$. The captured flux divided by $kn_p$ rises to 345000 angstrom, but the vapour-fed $R$ at $d=\ell$ drops from 1.50 to 1.15. With $L_c$ unchanged, the larger edge flux is still multiplied by $e^{-20}$ at that distance. In this model, longer migration on the mask moves growth from the broad profile into the edge spike, which is the opposite of what your explanation needs.

**How to tell them apart**

*Change the pressure.* At fixed temperature and gas composition, halving the pressure doubles $\lambda$, and at fixed $s$ it doubles $\ell$. In the example, the distance at which the vapour excess falls to half its edge value grows from 111000 to 177000 angstrom, that is, from 11 to 18 micrometres. The factor is 1.6 and not 2 because the mask width, period and layer height were not doubled as well. This distance is measured from the edge value of $R$, which itself falls from 2.4 to 1.9. At fixed distance the change is modest and fades outwards: $R$ goes from 1.95 to 1.68 at 50000 angstrom and from 1.50 to 1.42 at 200000 angstrom, and stays at 1.22 at 500000 angstrom, so a weak response far from a wide mask does not rule out the vapour. The formula for $L_m$ contains no gas pressure. The test is not conclusive alone, since pressure may also alter $H$, the sticking probability or the surface coverage.

*Change the mask width.* Doubling the width raises the vapour excess at $d=\ell$ from 0.50 to about 0.82. By contrast, in an explicit lattice calculation at fixed supply, doubling a mask already about eight $L_m$ wide changes the capture at one edge by 0.06%. For a mask four $L_m$ wide, the $\tanh$ law above gives a change of nearly 4%. Look at the broad part of the profile for this test: in a reactor the spike may grow as well, because the vapour feeding it becomes richer.

*Look at the shape.* A narrow spike on top of a broad slope is what the two routes produce together, but it does not prove migration over the mask. Adatoms arriving from a side facet of the crystal would also enter at the edge, and the growth they add would decay over the same $L_c$. Fitting one exponential to the whole profile mixes $L_c$ with a vapour response that is not exponential.

**When this attribution fails**

The broad profile belongs to the vapour here because $L_c$ is much shorter than the lateral scale of the vapour response, and for this wide mask that scale owes as much to $w$ as to $\ell$: even with $\ell=L_c=10000$ angstrom, the immobile mask gives $R=1.46$ at 200000 angstrom from the edge. If adatoms on the growing crystal themselves travel tens of micrometres before incorporation, edge-fed growth can be equally broad, and width alone cannot decide. If $\lambda$ is comparable with the mask width or the layer height, the diffusion equation must be replaced by molecular transport. If uptake is not proportional to $n$, or if precursors react in the gas, a single $\ell$ no longer describes the supply.

The calculation therefore shows that vapour diffusion is sufficient for a profile like yours, not that it must be the cause in your reactor. When $\ell$ or the mask width reaches tens of micrometres and the adatom length on the crystal lies far below the width of the profile, it should be the first candidate for variations over tens of micrometres; beside a wide mask a small sticking probability is not required. The numerical output below lists the values used here.

## Computed values

```
Transport mean free path: 20000 angstrom
Sticking probability: 0.125 dimensionless
Gas length ell: 2e+05 angstrom
Gas length ell, converted: 20 micrometre
Transport solution for ell/lambda: 10.043 dimensionless
Mask width: 1e+06 angstrom
Stripe period: 1.6e+07 angstrom
Gas-layer height: 4e+06 angstrom
Thermal energy: 0.08 eV
Hop length: 4 angstrom
Desorption minus hop energy: 1.36 eV
Mask adatom length: 9829.5 angstrom
Mask adatom length, converted: 0.98295 micrometre
Energy difference needed for mask length = ell: 1.8421 eV
Crystal incorporation length: 10000 angstrom
Largest difference of two gas solvers: 0.037979 %
Fine stripes, half open: computed mean R: 1.9079 dimensionless
Fine stripes, half open: formula R: 1.9091 dimensionless
Vapour-only R in first cell at edge: 2.4053 dimensionless
Profile: d/angstrom, vapour-only R, coupled vapour R, edge addition
50000  1.9478  1.8846  1.581e-02
100000  1.7361  1.6937  1.065e-04
200000  1.4999  1.4752  4.835e-09
500000  1.2245  1.2153  4.524e-22
1000000  1.0927  1.0892  8.727e-44
Captured edge flux / (k n_p): 23458 angstrom
Edge addition to R at d=0: 2.3458 dimensionless
Edge addition equals vapour excess at d: 6939.7 angstrom
Crossover, converted: 0.69397 micrometre
Vapour half-excess distance: 1.1056e+05 angstrom
Half-excess distance, converted: 11.056 micrometre
Half-excess distance with doubled ell: 1.7656e+05 angstrom
Vapour excess at d=ell, original mask: 0.49991 dimensionless
Vapour excess at d=ell, doubled mask: 0.82516 dimensionless
Lattice capture ratio on doubling a wide mask: 1.0006 dimensionless
Vapour R at d=ell if mask length = ell: 1.1501 dimensionless
Captured edge flux / (k n_p) if mask length = ell: 3.4495e+05 angstrom
```
